# Velocity renormalization in neutral graphene: bare exchange, static screening and GW, part 1

(Sections cited here and not found follow in the later parts.)

A chosen bare velocity $v_0 = 0.39$ a.u. (about $8.5\times10^5$ m/s, roughly typical of graphene) and a state at $k = 0.002$ bohr$^{-1}$ from the Dirac point, where the bare energy is 21 meV, give the following leading-logarithm velocities for a neutral, freely suspended sheet when the cone is cut off at $\Lambda = 0.579$ bohr$^{-1}$; the values shift with the size and shape of the cutoff. First-order exchange with the bare Coulomb interaction raises the velocity to $1.807$. Exchange with the statically screened interaction raises it to $0.672$. The two corrections, $1.417$ and $0.282$, stand, before rounding, in the ratio $5.028$, and this ratio is the same at every small $k$. Keeping the frequency dependence of the screening gives a third value, $0.722$. None of the three settles down as $k$ decreases. In a Fock calculation on the honeycomb lattice itself, the exchange energy divided by $k$, averaged over the direction of $\mathbf k$, is $1.1027$ at $ka = 0.12$ and $1.3774$ at $ka = 0.04$, a rise of $0.250$ per factor of $e$ in $k$, although neither the hopping nor any momentum cutoff was put into that number. The logarithm and the $k$-independence of the ratio reflect the scale invariance of a Dirac cone with a $1/r$ interaction; the slope $1/4$, the value $5.028 = 1+\pi\alpha/2$, and the failure of that ratio to describe the full GW result are derived below.

## Model and conventions

Hartree atomic units are used, $\hbar = e = m_e = 4\pi\varepsilon_0 = 1$. Near each of the two valleys and for each spin the electrons are described by a two-component (sublattice) field with

$$H_0(\mathbf k) = v\,\boldsymbol\sigma\cdot\mathbf k = v\begin{pmatrix}0 & k e^{-i\theta_k}\\ k e^{i\theta_k} & 0\end{pmatrix},$$

where $\theta_k$ is the polar angle of $\mathbf k$. There are $N = 4$ equivalent flavours. The eigenvalues are $\epsilon_s = s\,vk$ with $s=\pm$, and the eigenvectors are $u_s = (1,\ s e^{i\theta_k})^T/\sqrt2$, as multiplication by the matrix confirms. The sheet is neutral and at zero temperature: the $s=-$ band is full, the $s=+$ band is empty, and the chemical potential is the zero of energy.

Two electrons in the plane interact through $1/(\kappa r)$, where $\kappa$ is a constant background dielectric factor (the mean of the dielectric constants above and below the sheet). The in-plane Fourier transform follows from the three-dimensional one, $4\pi/(q^2+q_z^2)$, by setting $z=0$, that is by integrating over $q_z$:

$$V(q) = \frac1\kappa\int\frac{dq_z}{2\pi}\,\frac{4\pi}{q^2+q_z^2} = \frac1\kappa\cdot\frac{4\pi}{2\pi}\cdot\frac{\pi}{q} = \frac{2\pi}{\kappa q}.$$

The ratio of Coulomb energy $1/(\kappa r)$ to kinetic energy $v/r$ is the same at every distance. It defines the coupling constant and a second combination that measures screening,

$$\alpha = \frac{1}{\kappa v},\qquad \lambda = \frac{\pi N\alpha}{8} = \frac{\pi\alpha}{2}\quad(N=4).$$

The interaction is taken to act on the total density and to conserve valley. The cone description ends at a momentum $\Lambda$ of the order of the inverse lattice constant, and $L = \ln(\Lambda/k)$ with $k\ll\Lambda$. The result to be derived has the form $v(k) = v\,[1+\gamma L]$, with $\gamma_x = \alpha/4$ for bare exchange and $\gamma_{\rm st} = \alpha/[4(1+\pi\alpha/2)]$ for statically screened exchange.

## First derivation: exchange with the filled valence band

### The Fock self-energy

The interaction is

$$H_{\rm int} = \frac{1}{2\Omega}\sum_{\mathbf q\ne0}V(q)\sum_{\mathbf k\mathbf p\,ab}\psi^\dagger_{\mathbf k+\mathbf q,a}\psi^\dagger_{\mathbf p-\mathbf q,b}\psi_{\mathbf p,b}\psi_{\mathbf k,a},$$

with $\Omega$ the area and $a,b$ sublattice indices (flavour indices are attached to them in the same way). The $\mathbf q=0$ term, and with it the Hartree energy, is cancelled by the ions. In a translation-invariant determinant the remaining contraction pairs the first operator with the third and the second with the fourth. It requires $\mathbf p = \mathbf k+\mathbf q$ and equal flavours, and it carries a minus sign because one operator must be moved past one other. With $P_{ab}(\mathbf k) = \langle\psi^\dagger_{\mathbf k b}\psi_{\mathbf k a}\rangle$, the energy per flavour is

$$E = \sum_{\mathbf k}\mathrm{tr}[H_0(\mathbf k)P(\mathbf k)] - \frac{1}{2\Omega}\sum_{\mathbf k\mathbf p}V(\mathbf k-\mathbf p)\,\mathrm{tr}[P(\mathbf p)P(\mathbf k)].$$

Varying $P(\mathbf k)$, which appears twice in the second sum, gives the one-particle Hamiltonian $H_0+\Sigma_x$ with

$$\Sigma_x(\mathbf k) = -\int\frac{d^2p}{(2\pi)^2}\,V(\mathbf k-\mathbf p)\,P(\mathbf p).$$

No factor $N$ appears, because exchange connects an electron only with its own flavour. For the filled lower band $P$ is the projector on $u_-$:

$$P(\mathbf p) = u_-u_-^\dagger = \frac12\begin{pmatrix}1 & -e^{-i\theta_p}\\ -e^{i\theta_p} & 1\end{pmatrix} = \frac12\left(1-\boldsymbol\sigma\cdot\hat{\mathbf p}\right).$$

The velocity has dropped out: the projector depends on the direction of $\mathbf p$ only.

The identity part of $P$ gives $-\tfrac12\int d^2p\,V(\mathbf k-\mathbf p)/(2\pi)^2$ times the unit matrix. In polar coordinates $(q,\varphi)$ for $\mathbf q = \mathbf p-\mathbf k$ the factor $1/q$ cancels the measure, and the integral is proportional to $\int d\varphi\,q_{\max}(\varphi)$. For a cutoff $q<\Lambda$ this is $2\pi\Lambda$, independent of $k$. For a cutoff $p<\Lambda$, $q_{\max} = -k\cos\varphi+\sqrt{\Lambda^2-k^2\sin^2\varphi}$ and the integral is $2\pi\Lambda-\pi k^2/(2\Lambda)+\dots$ In either case both bands move together, the constant is absorbed in the chemical potential, and nothing linear in $k$ remains.

The traceless part is $+\tfrac12\int d^2p\,V\,\boldsymbol\sigma\cdot\hat{\mathbf p}/(2\pi)^2$. Take $\mathbf k$ along $x$. Reflection $p_y\to-p_y$ leaves $|\mathbf k-\mathbf p|$ unchanged and reverses $\sin\theta_p$, so the $\sigma_y$ term vanishes. Therefore

$$\Sigma_x(\mathbf k) = \boldsymbol\sigma\cdot\hat{\mathbf k}\;\Sigma(k),\qquad \Sigma(k) = \frac12\cdot\frac{1}{4\pi^2}\cdot\frac{2\pi}{\kappa}\int d^2p\,\frac{\cos\theta_p}{|\mathbf k-\mathbf p|} = \frac{1}{4\pi\kappa}\int d^2p\,\frac{\cos\theta_p}{|\mathbf k-\mathbf p|}.$$

The band energies become $\pm[vk+\Sigma(k)]$. The sign has a plain meaning. A valence electron at $\mathbf k$ has its pseudospin parallel to that of its neighbours in momentum space, which are the states it interacts with most strongly, and it gains exchange energy. A conduction electron at the same $\mathbf k$ has the opposite pseudospin and gains less. The splitting of the bands widens, so $\Sigma>0$.

Since $H_0+\Sigma_x$ is again a positive multiple of $\boldsymbol\sigma\cdot\hat{\mathbf k}$, its eigenvectors and its projector are those of $H_0$. The first-order expression is thus already a self-consistent Hartree–Fock solution, and iteration adds nothing to it.

### The integral in elliptic coordinates

The integrand involves the distances from $\mathbf p$ to the two points $0$ and $\mathbf k$, and elliptic coordinates with these foci make it elementary. Let

$$p_x = \tfrac k2(1+\cosh\mu\cos\eta),\qquad p_y = \tfrac k2\sinh\mu\sin\eta,\qquad \mu\ge0,\quad 0\le\eta<2\pi.$$

The identity $\cosh^2\mu\cos^2\eta+\sinh^2\mu\sin^2\eta = \cosh^2\mu+\cos^2\eta-1$, obtained by writing $\sinh^2\mu = \cosh^2\mu-1$ and $\sin^2\eta = 1-\cos^2\eta$, gives

$$p^2 = \tfrac{k^2}{4}\left[1+2\cosh\mu\cos\eta+\cosh^2\mu+\cos^2\eta-1\right] = \tfrac{k^2}{4}(\cosh\mu+\cos\eta)^2 .$$

For $\mathbf p-\mathbf k$ the $x$ component is $\tfrac k2(\cosh\mu\cos\eta-1)$, which reverses the sign of the cross term. Hence

$$|\mathbf p| = \tfrac k2(\cosh\mu+\cos\eta),\qquad |\mathbf p-\mathbf k| = \tfrac k2(\cosh\mu-\cos\eta).$$

The Jacobian is

$$\partial_\mu p_x\,\partial_\eta p_y-\partial_\eta p_x\,\partial_\mu p_y = \tfrac{k^2}4\left(\sinh^2\mu\cos^2\eta+\cosh^2\mu\sin^2\eta\right) = \tfrac{k^2}{4}\left(\cosh^2\mu-\cos^2\eta\right),$$

which is the product of the two distances: $d^2p = |\mathbf p|\,|\mathbf p-\mathbf k|\,d\mu\,d\eta$. The Coulomb denominator cancels, $|\mathbf p|\cos\theta_p = p_x$, and

$$\Sigma(k) = \frac{1}{4\pi\kappa}\int d\eta\int_0^{\mu_m(\eta)}d\mu\;\frac k2(1+\cosh\mu\cos\eta) = \frac{k}{8\pi\kappa}\int_0^{2\pi}d\eta\,\left[\mu_m+\sinh\mu_m\cos\eta\right],$$

where $\mu_m(\eta)$ describes the cutoff boundary. The first term is the logarithm, since $\mu\simeq\ln(4p/k)$ at large $p$. The second term is linearly large in $\Lambda/k$ but is multiplied by $\cos\eta$, so it is sensitive to small distortions of the boundary.

Let $X = \Lambda/k$. For the elliptic cutoff $|\mathbf p|+|\mathbf p-\mathbf k|<2\Lambda$ the condition reads $k\cosh\mu<2\Lambda$, $\mu_m$ does not depend on $\eta$, the second term integrates to zero, and exactly

$$\Sigma(k) = \frac{k}{4\kappa}\,\mathrm{arccosh}(2X) = \frac{k}{4\kappa}\left[\ln 4X+O(X^{-2})\right].$$

For the cutoffs $|\mathbf p|<\Lambda$ (upper sign) and $|\mathbf p-\mathbf k|<\Lambda$ (lower sign), $\cosh\mu_m = 2X\mp\cos\eta$. For large argument $\mathrm{arccosh}\,y = \ln2y+O(y^{-2})$ and $\sqrt{y^2-1} = y-1/(2y)+\dots$, so

$$\mu_m = \ln4X\mp\frac{\cos\eta}{2X}+O(X^{-2}),\qquad \sinh\mu_m = 2X\mp\cos\eta-\frac{1}{4X}+O(X^{-2}).$$

With $\int\cos\eta\,d\eta = 0$ and $\int\cos^2\eta\,d\eta = \pi$ the integral is $2\pi\ln4X\mp\pi$. All three cases are

$$\Sigma(k) = \frac{k}{4\kappa}\left[\ln\frac{4\Lambda}{k}+c\right] = vk\,\frac\alpha4\left[\ln\frac{4\Lambda}{k}+c\right],$$

with $c = 0$ for the ellipse, $c=-\tfrac12$ for the cutoff on the electron momentum and $c=+\tfrac12$ for the cutoff on the momentum transfer. The coefficient of the logarithm, $\gamma_x=\alpha/4$, is common to all. The constant is not a property of the cone, and quoting a value of $\Lambda$ without the shape of the cutoff leaves it uncertain by a factor of order $e$.

The ratio $E/k$ and the slope $dE/dk$ differ. From $\frac{d}{dk}[k\ln(1/k)] = \ln(1/k)-1$, the group velocity is $v\{1+\tfrac\alpha4[\ln(4\Lambda/k)+c-1]\}$. The two definitions agree in the logarithm and differ in the constant. The shift of velocity per unit of $L$ is $v\alpha/4 = 1/(4\kappa)$, which does not contain $v$.

The quantity $S = 4\kappa\Sigma/k$ was computed numerically by nested adaptive quadrature in polar coordinates around $\mathbf k$, at $X=200$:

| cutoff | quadrature | formula |
|---|---|---|
| ellipse | 6.684610 | 6.684610 |
| $p<\Lambda$ | 6.184607 | 6.184612 |
| $q<\Lambda$ | 7.184610 | 7.184612 |

The small differences are the neglected $O(X^{-2})$ terms, which a series expansion exhibits for the cutoff $p<\Lambda$. With $x=p/k<1$, $|\mathbf k-\mathbf p|^{-1} = k^{-1}(1-xe^{i\theta})^{-1/2}(1-xe^{-i\theta})^{-1/2} = k^{-1}\sum_{ij}c_ic_jx^{i+j}e^{i(i-j)\theta}$, where $c_j = \binom{2j}{j}4^{-j}$ are the binomial coefficients of $(1-z)^{-1/2}$. Integration against $\cos\theta$ keeps $|i-j|=1$, each such term giving $\pi$, so the angular integral is $(\pi/k)\sum_m b_mx^{2m+1}$ with $b_m = 2c_mc_{m+1}$, $b_0=1$, $b_1=3/8$. For $x>1$ the roles of $p$ and $k$ are exchanged and $x^{2m+1}$ becomes $x^{-2m-2}$. The radial integrals $\int x\,dx$ then give

$$S = \ln X+\sum_{m\ge0}\frac{b_m}{2m+3}+\sum_{m\ge1}\frac{b_m}{2m}\left(1-X^{-2m}\right).$$

The $X$-independent sums, evaluated numerically with series acceleration, give $0.88629436$, equal to $\ln4-\tfrac12$ to all eight digits. The leading correction, $-3/(16X^2)$, is $-5\times10^{-6}$ at $X=200$, which is the difference in the table. It also explains why the slope computed between $X=200$ and $X=400$ is $1.000005$ and not 1.

The lattice calculation quoted at the start tests the cone approximation as a whole. The valence-band density matrix of the nearest-neighbour honeycomb model was Fourier transformed from a $1280\times1280$ momentum grid, multiplied by $-1/d$ for each intersublattice distance $d$ (point charges, $\kappa=1$), summed back to momenta near the zone corner and averaged over twelve directions. The real-space sum must be truncated; a sharp cut gives $1.3775$ at $ka=0.04$, and a smooth window gives $1.3774$, unchanged on a finer grid. The slope is $(1.3774-1.1027)/\ln3 = 0.250$. Written as $\tfrac14\ln(\Lambda_{\rm eff}/k)$, the lattice result has $\Lambda_{\rm eff}a = 9.88$ for this point-charge model. Intervalley exchange is included in that sum and does not alter the slope: its matrix element $V(\mathbf K-\mathbf K'+\mathbf k-\mathbf p)$ is smooth at small $k$ and $p$, so the integrand of the term linear in $k$ vanishes at small $p$ at least as fast as $p\,dp$ (the angular average of $e^{i\theta_p}$ removes even this order), is dominated by the lattice scale, and changes the constant only.

Bare exchange raises the velocity logarithmically as $k$ decreases, with the coefficient $\alpha/4$ for every cutoff shape considered, while the added constant depends on that shape. It remains to find how screening, first static and then frequency-dependent, changes this coefficient.
